# Quadrupole shift of a magnetic sextet and the Morin transition of hematite

## Problem

The Mössbauer transition of iron-57 connects a nuclear ground state of spin $1/2$ with an excited state of spin $3/2$. In a magnetically ordered solid, the hyperfine field splits both states and the absorption spectrum is a sextet with line positions $v_1<v_2<\dots<v_6$. Its quadrupole shift is defined here as

$$2\epsilon=\frac{(v_6-v_5)-(v_2-v_1)}{2}. \qquad (1)$$

Some authors quote half of this quantity, so the definition must be checked before values are compared.

Hematite has a magnetic reorientation, the Morin transition, at roughly 260 K. Above it the iron spins lie in the basal plane; below it they lie along the threefold $c$ axis. On cooling through the transition, $2\epsilon$ changes from $-0.20$ to $+0.41$ mm/s.

(a) Find $2\epsilon$ to first order in the quadrupole interaction, for an axial electric field gradient whose axis makes an angle $\theta$ with the hyperfine field.

(b) Explain the change of sign and size in hematite.

(c) Decide whether the neglected higher orders matter for the comparison.

All energies are given as Doppler velocities in mm/s: an energy $E$ corresponds to $cE/E_\gamma$, where $E_\gamma$ is the transition energy. Spin operators are dimensionless.

## A tempting solution

An electric field gradient with axis $n$ and principal value $V_{nn}$ acts on a nucleus with quadrupole moment $Q$ through

$$H_Q=\frac{eQV_{nn}}{4I(2I-1)}\left[3I_n^2-I(I+1)\right].$$

The principal value is usually written $V_{zz}$, and the header of the program does so too; in this text the letter $z$ is kept for the direction of the hyperfine field. For $I=3/2$ the denominator is $4\cdot\frac32\cdot2=12$. With $\Delta=eQV_{nn}/2$,

$$H_Q=\frac{\Delta}{6}\left[3I_n^2-\frac{15}{4}\right]. \qquad (2)$$

The tempting argument continues as follows. The magnetic levels are labelled by $m$, so $I_n^2$ is replaced by $m^2$:

$$m=\pm\tfrac32:\ \frac{\Delta}{6}\left(\frac{27}{4}-\frac{15}{4}\right)=+\frac{\Delta}{2},\qquad
m=\pm\tfrac12:\ \frac{\Delta}{6}\left(\frac34-\frac{15}{4}\right)=-\frac{\Delta}{2}.$$

The outer lines 1 and 6 end on $m=\mp3/2$ and move by $+\Delta/2$. The other four end on $m=\pm1/2$ and move by $-\Delta/2$. Equation (1) then gives $2\epsilon=\Delta$. The data would mean $\Delta=-0.20$ mm/s above the transition and $+0.41$ mm/s below it. The conclusion would be that the field gradient reverses its sign and doubles its size, which calls for a drastic rearrangement of the charges around the iron nucleus.

## Where it fails

The argument uses one letter $m$ for two different projections. The magnetic levels have a definite projection on the hyperfine field, along $z$. The operator in equation (2) contains the projection on the crystal axis $n$. Replacing $I_n^2$ by $m^2$ is justified if the two directions coincide, as they do below the Morin transition, but not if the field lies in the basal plane.

The level $m=3/2$ shows the damage. If $n$ is perpendicular to $z$, the square of the transverse projection has the mean value

$$\langle I_n^2\rangle=\frac12\left[I(I+1)-m^2\right]=\frac12\left[\frac{15}{4}-\frac94\right]=\frac34 .$$

The bracket in equation (2) is then $\frac94-\frac{15}{4}=-\frac32$, whereas the tempting argument takes it to be $+3$. The sign and the size are both wrong, with an unchanged field gradient.

The zero-field splitting is a different matter. Without a magnetic field the levels do have definite values of $I_n^2$. Their energies are $\pm\Delta/2$, and the spectrum is a doublet of splitting $|\Delta|$. That result cannot be carried over to a sextet without asking where the field points.

## Correct solution

### The field gradient at the iron site

The iron site in hematite lies on a threefold axis, and this fixes the form of the field gradient tensor $V_{ij}$. Let $X$ and $Y$ be crystal axes perpendicular to $c$. Under a rotation by $\varphi$ about $c$, the combination $X+iY$ acquires a factor $e^{i\varphi}$. The tensor components transform like products of coordinates, so

$$V_{Xc}+iV_{Yc}\to e^{i\varphi}\,(V_{Xc}+iV_{Yc}),$$

$$V_{XX}-V_{YY}+2iV_{XY}\to e^{2i\varphi}\,(V_{XX}-V_{YY}+2iV_{XY}).$$

For $\varphi=120^\circ$ neither factor equals 1, yet the tensor must be unchanged. Both combinations therefore vanish. The tensor is diagonal with $V_{XX}=V_{YY}$, and since the part that couples to $Q$ is traceless,

$$V_{XX}=V_{YY}=-\frac{V_{cc}}{2}. \qquad (3)$$

Thus $n$ is the $c$ axis and the asymmetry parameter is zero. This is the symmetry of the rhombohedral structure. Spins lying in the basal plane single out one direction in that plane, so above the Morin transition a small asymmetry $\eta$ is not strictly excluded; it is neglected here. At $\theta=90^\circ$ it would change $2\epsilon$ by up to $\eta|\Delta|/2$, so a value near 0.02 would already matter at the level of the last quoted digit. A numerical test with point charges placed around a threefold axis gives an asymmetry of zero within rounding error; with the symmetry removed it is 0.366.

### First-order energies

Let $z$ point along the hyperfine field, in the sense that makes the excited levels $am$ with $a>0$. Choose $x$ so that $n$ lies in the $xz$ plane. Then

$$I_n=\cos\theta\,I_z+\sin\theta\,I_x,$$

$$I_n^2=\cos^2\theta\,I_z^2+\sin^2\theta\,I_x^2+\sin\theta\cos\theta\,(I_zI_x+I_xI_z). \qquad (4)$$

The magnetic levels are not degenerate. If $|\Delta|\ll a$, the first-order energy of each is the diagonal element of $H_Q$. The last term of equation (4) changes $m$ by one and has no diagonal element. For $I_x^2$, write $I_x=(I_++I_-)/2$. The squares $I_+^2$ and $I_-^2$ change $m$ by two and drop out, which leaves

$$\langle I_x^2\rangle=\frac14\langle I_+I_-+I_-I_+\rangle=\frac12\langle I_x^2+I_y^2\rangle=\frac12\left[I(I+1)-m^2\right].$$

Insert this in the bracket of $H_Q$ and collect the terms:

$$3\langle I_n^2\rangle-I(I+1)=3m^2\cos^2\theta+\frac32\sin^2\theta\left[I(I+1)-m^2\right]-I(I+1).$$

The coefficient of $m^2$ is

$$3\cos^2\theta-\frac32(1-\cos^2\theta)=3\,\frac{3\cos^2\theta-1}{2},$$

and the coefficient of $I(I+1)$ is

$$\frac32(1-\cos^2\theta)-1=-\frac{3\cos^2\theta-1}{2}.$$

With $P=(3\cos^2\theta-1)/2$ the bracket becomes $P\,[3m^2-I(I+1)]$. For $I=3/2$,

$$E^{(1)}_{\pm3/2}=+\frac{\Delta P}{2},\qquad E^{(1)}_{\pm1/2}=-\frac{\Delta P}{2}. \qquad (5)$$

The spin-$1/2$ ground state has $I_n^2=1/4$ in every direction, so its bracket is $\frac34-\frac34=0$. The operator to which a field gradient could couple vanishes, so this state has no quadrupole moment and no quadrupole energy; the prefactor with $2I-1$ in the denominator applies only to $I\ge1$.

### From levels to lines

The two nuclear states have magnetic moments of opposite sign, so the ground levels are $-bm_g$ with $b>0$. With isomer shift $\delta$, a line lies at

$$v=\delta+E_m+bm_g .$$

The magnetic dipole rule $|m-m_g|\le1$ allows six lines. For $b>a$ their order is

- from $m_g=-1/2$: lines 1, 2, 3, ending on $m=-3/2,-1/2,+1/2$;
- from $m_g=+1/2$: lines 4, 5, 6, ending on $m=-1/2,+1/2,+3/2$.

By equation (5), lines 1 and 6 move by $+\epsilon$ and lines 2 to 5 by $-\epsilon$, with $\epsilon=\Delta P/2$. Lines 5 and 6 share one ground level, as do lines 1 and 2. Hence

$$v_6-v_5=a+2\epsilon,\qquad v_2-v_1=a-2\epsilon .$$

Half their difference is $2\epsilon$, as definition (1) requires. The isomer shift and both magnetic splittings have cancelled. The answer to part (a) is

$$\boxed{\,2\epsilon=\Delta\,\frac{3\cos^2\theta-1}{2},\qquad \Delta=\frac{eQV_{nn}}{2}\,}. \qquad (6)$$

The angle enters through $\cos^2\theta$, so reversing the field leaves the shift unchanged. The iron sites of hematite are equivalent and all have their field gradient axis along $c$, so its two antiparallel sublattices have the same shift. In a powder without an applied field, $\theta$ is the same in every grain, because both directions are tied to the crystal.

### What the angular factor means

The component of the field gradient along the hyperfine field is, by equation (3),

$$V_{BB}=V_{nn}\cos^2\theta-\frac{V_{nn}}{2}\sin^2\theta=V_{nn}\,\frac{3\cos^2\theta-1}{2}.$$

Equation (6) therefore says $2\epsilon=eQV_{BB}/2$. The nuclear spin precesses about the field, and to first order the quadrupole interaction is averaged over this precession. What survives is the tensor component along the precession axis. The tempting solution had extracted $V_{BB}$ and called it the principal value.

For positive $\Delta$ the shift ranges from $-\Delta/2$ at $90^\circ$ to $+\Delta$ at $0^\circ$. It vanishes at $54.74^\circ$, where $\cos^2\theta=1/3$, although the field gradient is still present. A sextet with zero quadrupole shift is thus no proof of a cubic environment.

## The Morin transition

Take the hyperfine field to be collinear with the iron spin. Above the transition the spins lie in the basal plane, so $\theta=90^\circ$ and the angular factor is $-1/2$. A small canting within the plane leaves this angle unchanged. The measured shift gives

$$-0.20=-\frac{\Delta}{2}\quad\Rightarrow\quad\Delta=+0.40\ \text{mm/s}.$$

Below the transition the spins lie along $c$, so $\theta=0$ and the factor is $+1$. With the same $\Delta$ the predicted shift is $+0.40$ mm/s, against the given $+0.41$ mm/s. This answers part (b): the field turns from a direction in which the tensor component is $-V_{cc}/2$ to one in which it is $V_{cc}$. No reversal of the field gradient is needed.

The order of the two phases can be checked. Had the spins been along $c$ above the transition and in the plane below it, the upper value would give $\Delta=-0.20$ mm/s and the lower shift would be $+0.10$ mm/s. That is far from the given value.

### The remaining 0.01 mm/s

Each shift is quoted to two decimals and may be off by 0.005 mm/s from rounding alone. In the upper phase $\Delta$ is minus twice the shift, so its uncertainty doubles:

- upper phase: $\Delta$ between 0.390 and 0.410 mm/s;
- lower phase: $\Delta$ between 0.405 and 0.415 mm/s.

The ranges overlap between 0.405 and 0.410 mm/s, so one common $\Delta$ fits both values. The data do not prove that the field gradient is strictly constant. For the stated spin directions they allow $\Delta$ to change on cooling by anything from $-0.005$ to $+0.025$ mm/s, which is small compared with the reversal inferred by the tempting solution.

A small tilt of the spins out of the plane is another possible source. If $\Delta$ were 0.41 mm/s in both phases, a shift of $-0.20$ mm/s would require

$$\cos^2\theta=\frac13\left[1+\frac{2(-0.20)}{0.41}\right]\approx0.008,\qquad\theta\approx84.8^\circ .$$

A tilt of about five degrees thus changes the shift by no more than the rounding uncertainty. Near $90^\circ$ the angular factor is $-\frac12+\frac32\cos^2\theta$, which is flat in $\theta$, and the quadrupole shift is a poor measure of small tilts. The two quoted values give no ground for claiming one.

### What the ratio does not prove

A ratio near $-2$ does not by itself fix the two directions. Angular factors of $-1/4$ and $+1/2$, with $\Delta=0.80$ mm/s, would to first order also give $-0.20$ and $+0.40$ mm/s. Here the spin directions were taken from the known magnetic structure. The doublet of the paramagnetic phase offers an independent check: its splitting is $|\Delta|$, and it would distinguish 0.40 from 0.80 mm/s, provided that the field gradient varies little with temperature. Nor does the shift say why the spins turn. With $\Delta$ known, it gives only the angle between the spin axis and $c$, not the direction within the basal plane or the sense of the spins.

## Are higher orders negligible?

### Couplings between the magnetic levels

The off-diagonal elements of $H_Q$ are, from equations (2) and (4), the off-diagonal elements of

$$\frac{\Delta}{2}\left[\sin\theta\cos\theta\,(I_zI_x+I_xI_z)+\sin^2\theta\,I_x^2\right].$$

For neighbouring levels, the matrix element of $I_zI_x+I_xI_z$ is the sum of the two $m$ values times that of $I_x$. Between $3/2$ and $1/2$ this is $2\cdot\frac{\sqrt3}{2}=\sqrt3$; between $-1/2$ and $-3/2$ it is $-\sqrt3$; between $1/2$ and $-1/2$ the sum is zero. For levels two steps apart, $I_x^2$ contributes $\frac14\langle I_+^2\rangle=\frac14\cdot2\sqrt3=\frac{\sqrt3}{2}$. The couplings have magnitudes

$$u=\frac{\sqrt3}{4}|\Delta\sin2\theta|\ \text{(one step)},\qquad w=\frac{\sqrt3}{4}|\Delta|\sin^2\theta\ \text{(two steps)}.$$

### Second order cancels in the measured combination

Each coupling contributes its square divided by the energy difference, $\pm a$ or $\pm2a$:

$$E^{(2)}_{\pm3/2}=\pm\left(\frac{u^2}{a}+\frac{w^2}{2a}\right),\qquad
E^{(2)}_{\pm1/2}=\pm\left(-\frac{u^2}{a}+\frac{w^2}{2a}\right).$$

In terms of the levels, definition (1) reads

$$2\epsilon=\frac12\left(E_{3/2}+E_{-3/2}-E_{1/2}-E_{-1/2}\right). \qquad (7)$$

The second-order energies are opposite for $m$ and $-m$, so they cancel here. They do in general move single lines. A shift read from one line therefore usually carries a second-order error, which the combination of four lines in equation (1) removes.

### The first surviving correction

The third-order energy contains loops through three different levels and a term from the diagonal elements. No such loop exists: each $|m|=3/2$ level is coupled to the two $|m|=1/2$ levels, and there is no coupling within either pair. What remains is

$$E^{(3)}_m=\sum_{k\ne m}\frac{|H_{mk}|^2\,(H_{kk}-H_{mm})}{(am-ak)^2},$$

where $H_{mk}$ are elements of $H_Q$. By equation (5), $H_{kk}-H_{mm}$ is $-\Delta P$ for $|m|=3/2$ and $+\Delta P$ for $|m|=1/2$. Every level has one coupling $u$ and one coupling $w$, so

$$E^{(3)}_{\pm3/2}=-\Delta P\,\frac{u^2+w^2/4}{a^2}=-E^{(3)}_{\pm1/2}.$$

All four terms of equation (7) now add, giving $-2\Delta P(u^2+w^2/4)/a^2$. With $u$ and $w$ inserted,

$$2\epsilon\simeq\Delta P\left[1-\frac{3\Delta^2}{8a^2}\left(\sin^22\theta+\frac{\sin^4\theta}{4}\right)\right]. \qquad (8)$$

Diagonalization of the full $4\times4$ matrix at four angles confirms this law. At $\theta=0$ both couplings vanish, and equation (6) holds without correction as long as $|\Delta|<a$, so that the lines keep their order.

### The perpendicular case in closed form

At $\theta=90^\circ$, $u=0$ and the matrix separates into two blocks. The block of $m=3/2$ and $-1/2$ has diagonal elements $\frac{3a}{2}-\frac{\Delta}{4}$ and $-\frac a2+\frac{\Delta}{4}$. Their mean is $a/2$ and half their difference is $a-\Delta/4$. With the coupling $\sqrt3\Delta/4$, the energies are $\frac a2\pm R_-$, where

$$R_-^2=\left(a-\frac{\Delta}{4}\right)^2+\frac{3\Delta^2}{16}=a^2-\frac{a\Delta}{2}+\frac{\Delta^2}{4}.$$

The block of $m=1/2$ and $-3/2$ has mean $-a/2$ and half difference $a+\Delta/4$. Its energies are $-\frac a2\pm R_+$, with $R_+^2=a^2+\frac{a\Delta}{2}+\frac{\Delta^2}{4}$. Equation (7) gives

$$2\epsilon=\frac12\left[\left(\frac a2+R_-\right)+\left(-\frac a2-R_+\right)-\left(-\frac a2+R_+\right)-\left(\frac a2-R_-\right)\right]=R_--R_+ .$$

### Numbers for a model sextet

Take round values $a=3.5$, $b=6.0$ and $\delta=0.30$ mm/s, which give a sextet of roughly the width found in hematite, and $\Delta=0.40$ mm/s. The full matrix gives these positions in mm/s:

| line | $\theta=90^\circ$ | $\theta=0$ |
|---|---|---|
| 1 | $-8.0542$ | $-7.7500$ |
| 2 | $-4.3544$ | $-4.6500$ |
| 5 | $+5.1542$ | $+4.8500$ |
| 6 | $+8.4544$ | $+8.7500$ |

For the field in the plane,

$$2\epsilon=\frac{(8.4544-5.1542)-(-4.3544+8.0542)}{2}=\frac{3.3002-3.6998}{2}=-0.1998\ \text{mm/s},$$

and for the field along $c$,

$$2\epsilon=\frac{(8.7500-4.8500)-(-4.6500+7.7500)}{2}=\frac{3.90-3.10}{2}=+0.40\ \text{mm/s}.$$

The mixing correction at $90^\circ$ is 0.00024 mm/s, about forty times smaller than the 0.01 mm/s left over in the comparison. Single lines deviate from their first-order positions by up to 0.0044 mm/s, mostly through the second-order term $w^2/2a$. This answers part (c): mixing does not explain the small residual, and the first-order formula is adequate here.

The condition $|\Delta|\ll a$ fails when the hyperfine field becomes small, as it does close to the magnetic ordering temperature. Equation (6) then loses accuracy: at $90^\circ$ with $\Delta=0.40$ mm/s, the closed form gives $-0.194$ mm/s in place of $-0.200$ mm/s when $a$ has fallen to 0.7 mm/s, one fifth of the value used above, and the error grows quickly as $a$ approaches $|\Delta|$. If the field is well away from the direction of $n$, the levels lose their nearly definite projection on the field. Even if it lies along $n$, the lines change their order once $|\Delta|>a$, and definition (1) then no longer gives $\Delta$. Diagonalizing the full matrix remains valid. The numerical output below lists the remaining line positions and intermediate values.

## Numbers as computed

```
excited-level spacing a = 3.50 mm/s
ground splitting b = 6.00 mm/s
isomer shift = 0.30 mm/s
given 2eps above transition = -0.20 mm/s
given 2eps below transition = +0.41 mm/s
angular factor at 90 deg = -0.50
angular factor at 0 deg = +1.00
Delta from upper phase = +0.400 mm/s
predicted 2eps, spins along c = +0.400 mm/s
prediction, reverse assignment = +0.100 mm/s
ratio of given shifts = -2.050
lines without quadrupole term (mm/s):
-7.9500 -4.4500 -0.9500 +1.5500 +5.0500 +8.5500
lines, field at 90 deg, full matrix (mm/s):
-8.0542 -4.3544 -0.8458 +1.6456 +5.1542 +8.4544
lines, field at 0 deg, full matrix (mm/s):
-7.7500 -4.6500 -1.1500 +1.3500 +4.8500 +8.7500
relative line strengths at 0 deg:
+3.0000 +2.0000 +1.0000 +1.0000 +2.0000 +3.0000
2eps at 90 deg, full matrix = -0.19976 mm/s
2eps at 0 deg, full matrix = +0.40000 mm/s
mixing correction to 2eps at 90 deg = +0.00024 mm/s
largest single-line error at 90 deg = 0.00441 mm/s
residual, given minus predicted = +0.010 mm/s
Delta range, upper phase = 0.390 to 0.410 mm/s
Delta range, lower phase = 0.405 to 0.415 mm/s
common Delta range = 0.405 to 0.410 mm/s
theta for -0.20 if Delta = 0.41: 84.8 deg
angle of zero first-order shift = 54.74 deg
EFG asymmetry with threefold axis = 2.3e-14
EFG asymmetry without it = 0.366
```
